# Mean Free Path of a Silicon Inversion Layer from Its Mobility

**Question.** The electrons in the inversion layer of a silicon n-channel transistor have a low-field mobility of 250 cm²/Vs at 300 K. How long is their mean free path, how does it scale with mobility, mass, temperature and electron density, and how much of the current does a short channel let through?

**Answer.** The mobility fixes how fast electrons drift in a weak field. To turn it into a length we need a velocity, and we need to say which length is meant. For a channel the useful choice is the backscattering mean free path $\lambda$. Let $\mathcal T$ be the fraction of the electron flux injected at one end that leaves at the other. In a channel of length $L\gg\lambda$ this fraction falls as $\mathcal T\to\lambda/L$, and that law defines $\lambda$.

We begin with electrons in one parabolic subband of isotropic mass $m$, with Boltzmann statistics and a bias small enough to keep them near equilibrium. The charge of an electron is $-q$, with $q>0$.

### The injection velocity

In equilibrium the velocity component $v_x$ along the channel is distributed as $e^{-av_x^2}$, with $a=m/(2kT)$. The mean of $v_x$ over the right-moving half is

$$
v_T=\frac{\int_0^\infty v_x e^{-av_x^2}\,dv_x}{\int_0^\infty e^{-av_x^2}\,dv_x}
=\frac{1/(2a)}{\tfrac12\sqrt{\pi/a}}=\frac{1}{\sqrt{\pi a}}=\sqrt{\frac{2kT}{\pi m}} .
$$

Half of the electrons move to the right, so a contact with sheet density $n$ injects the flux $nv_T/2$ per unit width.

### From transmission to mobility

Join two contacts with slightly different densities $n_1$ and $n_2$ by a long, field-free channel. Equal densities must give no net flux, so the transmission is the same in both directions. The net flux is

$$
J=\mathcal T\,\frac{v_T}{2}(n_1-n_2)\;\to\;\frac{v_T\lambda}{2}\,\frac{n_1-n_2}{L}.
$$

Fick's law for the same channel is $J=D(n_1-n_2)/L$. Hence $D=v_T\lambda/2$.

The diffusion coefficient $D$ follows from the mobility $\mu$. With a potential energy $U(x)$, the electron flux is

$$
J=-D\frac{dn}{dx}-\frac{\mu}{q}\,n\frac{dU}{dx}.
$$

In equilibrium $J=0$ and $n\propto e^{-U/kT}$, so $dn/dx=-(n/kT)\,dU/dx$. Inserting this gives $D/kT=\mu/q$, or $D=(kT/q)\mu$. Therefore

$$
\lambda=\frac{2D}{v_T}=\frac{2(kT/q)\mu}{v_T}
=\frac{2kT\mu}{q}\sqrt{\frac{\pi m}{2kT}}=\frac{\mu}{q}\sqrt{2\pi mkT}.
$$

In this regime $\lambda$ is proportional to $\mu$ and, at fixed mobility, to $\sqrt{mT}$. It does not depend on the density. The mass appears in the numerator because heavier electrons are slower: to reach the same $D$ with a smaller velocity they need a longer path.

### The number

In the lowest subband of a (001) silicon layer the mass in the plane is about 0.19 free-electron masses. At 300 K, $kT/q=25.85$ mV and $v_T=1.234\times10^7$ cm/s. Then

$$
D=0.02585\ \mathrm V\times250\ \mathrm{cm^2/Vs}=6.46\ \mathrm{cm^2/s},
$$

$$
\lambda=\frac{2\times6.46\ \mathrm{cm^2/s}}{1.234\times10^7\ \mathrm{cm/s}}
=1.05\times10^{-6}\ \mathrm{cm}=10.5\ \mathrm{nm}.
$$

The mean free path is thus near 10 nm, under the stated definition and with Boltzmann statistics.

### Why the distance between collisions is shorter

Suppose that scattering is elastic and isotropic, with a time $\tau$ between collisions. For electrons of one speed $v$, a density gradient shifts the distribution by $-\tau v_x\,\partial f/\partial x$. The flux is then $-\tau\langle v_x^2\rangle\,dn/dx$, and in two dimensions $\langle v_x^2\rangle=v^2/2$, so $D=v^2\tau/2$. The mean forward velocity is the average of $v\cos\theta$ over $-\pi/2<\theta<\pi/2$, which is $2v/\pi$. It follows that

$$
\lambda(E)=\frac{2D}{2v/\pi}=\frac{\pi}{2}\,v\tau .
$$

A numerical solution of the Boltzmann equation for slabs of thickness $10v\tau$ and $20v\tau$ tests this factor. The growth of $1/\mathcal T$ between the two gives $\lambda=1.573\,v\tau$, against $\pi/2=1.571$.

For a thermal gas with constant $\tau$, $\langle v_x^2\rangle=kT/m$, so $D=kT\tau/m$. The mean speed in two dimensions is

$$
\langle v\rangle=\frac{\int_0^\infty v^2e^{-av^2}dv}{\int_0^\infty ve^{-av^2}dv}
=\frac{\sqrt\pi/(4a^{3/2})}{1/(2a)}=\sqrt{\frac{\pi kT}{2m}} .
$$

Since $v_T\langle v\rangle=kT/m$, we have $\lambda=2D/v_T=2\langle v\rangle\tau$. The factor is 2 rather than $\pi/2$ because fast electrons count for more in a flux than in a density.

For the example, $D=kT\tau/m=(kT/q)\mu$ gives $\tau=\mu m/q=27.0$ fs. With $\langle v\rangle=1.94\times10^7$ cm/s, the ordinary mean free path is $\langle v\rangle\tau=5.2$ nm, half of $\lambda$. Both lengths describe the same layer; the longer one belongs in the transmission law.

### What a short channel transmits

For a channel of any length, a simple model follows the forward flux $F_+$ and the backward flux $F_-$, and lets each turn around with probability $dx/\lambda$ in a distance $dx$:

$$
\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda}=\frac{dF_-}{dx}.
$$

The two derivatives are equal, so $J=F_+-F_-$ is constant and $F_+$ falls linearly with slope $-J/\lambda$. If nothing enters from the right, $F_-(L)=0$ and $F_+(L)=J$. Hence $F_+(0)=J(1+L/\lambda)$ and

$$
\mathcal T=\frac{J}{F_+(0)}=\frac{\lambda}{\lambda+L}.
$$

This tends to 1 for $L\ll\lambda$ and to $\lambda/L$ for $L\gg\lambda$. With $\lambda=10.5$ nm it gives 0.51 for a channel of 10 nm, 0.34 for 20 nm and 0.095 for 100 nm. At low bias, the 10 nm channel therefore returns about half of the injected flux.

The model ignores the spread of directions and energies. Compared with the Boltzmann solution at one energy, its error is at most 2.2 % of $\mathcal T$ for the four thicknesses tested, $0.3$, $1$, $3$ and $10\,v\tau$. For a thermal gas with constant $\tau$ in the 20 nm channel, the Boltzmann solution gives 0.326 against 0.344 from the simple formula. Two effects make the Boltzmann value lower. The larger one is that $\lambda/(\lambda+L)$ is a concave function of $\lambda$: its average over energies lies below its value at the average $\lambda$. In addition, the simple formula is slightly too high at each single energy.

The finite transmission also affects what is meant by a measured mobility. A small voltage $V$ raises the flux injected by one contact by the fraction $qV/kT$, so the net flux is $\mathcal T(nv_T/2)(qV/kT)$. If we write this as $n\mu_{\rm app}V/L$, then

$$
\mu_{\rm app}=\frac{qv_T}{2kT}\,\mathcal TL=\frac{\mu}{\lambda}\,\frac{\lambda L}{\lambda+L}=\mu\,\frac{L}{L+\lambda}.
$$

In this simple model with Boltzmann statistics, a layer with $\mu=250$ cm²/Vs would appear to have $250\times20/30.5=164$ cm²/Vs in a 20 nm channel, even with perfect contacts. With the Boltzmann transmission of 0.326 in place of 0.344, the value is about 155 cm²/Vs. The estimate of $\lambda$ therefore needs the long-channel mobility. If the 250 cm²/Vs had been extracted from a 20 nm channel, 10.5 nm would be the apparent path $\lambda L/(\lambda+L)$. Solving for $\lambda$ would give $10.5/(1-10.5/20)\approx22$ nm.

### High electron density

Boltzmann statistics fail when the subband fills. To replace them, count the transverse modes. In a channel of width $W$ the allowed $k_y$ are spaced by $2\pi/W$. At energy $E$ above the subband bottom they run from $-k$ to $k$, where $k=\sqrt{2mE}/\hbar$. With $g$ equivalent valleys, the number of modes per width is

$$
M(E)=\frac{g}{W}\,\frac{2k}{2\pi/W}=\frac{gk}{\pi}=\frac{g\sqrt{2mE}}{\pi\hbar}.
$$

In one mode, velocity times density of states is $v_x\,dk_x/2\pi=dE/h$. A small voltage $V$ makes the occupations of the two contacts differ by $qV(-\partial f/\partial E)$. With two spins and $\mathcal T=\lambda(E)/L$, the sheet conductivity is

$$
\sigma=\frac{2q^2}{h}\int M(E)\lambda(E)\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{2q^2}{h}\,\bar M\lambda,\qquad
\bar M=\int M\left(-\frac{\partial f}{\partial E}\right)dE .
$$

The second form defines $\lambda$ as an average over the conducting modes. Setting $\sigma=qn\mu$ gives

$$
\lambda=\frac{hn\mu}{2q\bar M}.
$$

Let $\eta$ be the Fermi level above the subband bottom in units of $kT$, and $\varepsilon=E/kT$. The density of states is $gm/(\pi\hbar^2)$, so

$$
n=\frac{gmkT}{\pi\hbar^2}F_0,\qquad F_0=\int_0^\infty\frac{d\varepsilon}{1+e^{\varepsilon-\eta}}=\ln(1+e^\eta),
$$

$$
\bar M=\frac{g\sqrt{2mkT}}{\pi\hbar}\,\frac{\sqrt\pi}{2}F_{-1/2},\qquad
F_{-1/2}=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
$$

Dividing, $n/\bar M=(1/\hbar)\sqrt{2mkT/\pi}\;F_0/F_{-1/2}$. With $h=2\pi\hbar$ this yields

$$
\lambda=\frac{\pi\mu}{q}\sqrt{\frac{2mkT}{\pi}}\,\frac{F_0}{F_{-1/2}}
=\frac{\mu}{q}\sqrt{2\pi mkT}\;\frac{F_0}{F_{-1/2}} .
$$

For $\eta\ll-1$ both integrals tend to $e^\eta$ and the earlier result returns. For $\eta\gg1$, $-\partial f/\partial E$ is a narrow peak at the Fermi energy. Then $\bar M=gk_F/\pi$ and $n=gk_F^2/2\pi$, where $k_F$ is the Fermi wave number, so $n/\bar M=k_F/2$ and

$$
\lambda\to\frac{h\mu k_F}{4q},\qquad k_F=\sqrt{\frac{2\pi n}{g}} .
$$

The scaling has changed. At fixed mobility the path now grows as $\sqrt n$, while mass and temperature have dropped out.

Take $n=10^{13}$ cm⁻², a rough value for strong inversion, and put all electrons in the lowest subband with its two valleys. Then $\eta=2.35$ and $F_0/F_{-1/2}=1.52$, so $\lambda=10.47\times1.518=15.9$ nm.

Some electrons occupy higher subbands. Their levels can be estimated from a triangular well with a hard wall at $z=0$ and field $\mathcal E$. The equation $-(\hbar^2/2m_z)\psi''+q\mathcal Ez\psi=E\psi$ has the decaying solution $\mathrm{Ai}(z/\ell-E/q\mathcal E\ell)$, with $\ell=(\hbar^2/2m_zq\mathcal E)^{1/3}$. Requiring $\psi(0)=0$ gives

$$
E_i=a_i\,q\mathcal E\ell=a_i\left(\frac{\hbar^2q^2\mathcal E^2}{2m_z}\right)^{1/3},
$$

where $-a_i$ are the zeros of the Airy function. For $\mathcal E$ we take the mean field of the inversion charge, $qn/2\epsilon$, which is 0.77 MV/cm for a relative permittivity of 11.7. The lowest ladder has the heavy mass, 0.916, along $z$. Its second level lies 110 meV above the first. The four other valleys have 0.19 along $z$, and their first level lies 101 meV above the ground level.

For a channel along a cubic axis we now sum $n$ and $\bar M$ over the subbands. The mass in $n$ becomes $\sqrt{m_xm_y}$ and the mass in $\bar M$ becomes $m_y$, since modes are counted across the channel. The lowest subband then holds 78 % of the electrons, its $\eta$ falls to 1.73, and $\lambda=14.5$ nm. This is an average over all modes at a total mobility of 250 cm²/Vs. Put into the simple formula, it gives $\mathcal T\approx14.5/34.5=0.42$ for the 20 nm channel, instead of 0.34. This is slightly too high, since the formula is concave and the modes have different paths.

### Temperature, field and the limits of the picture

In the Boltzmann limit, heating the layer to 400 K at fixed mobility lengthens the path by $\sqrt{400/300}$, to 12.1 nm. Mobility usually changes too. For quasi-elastic scattering by acoustic phonons in a fixed two-dimensional subband, the phonon number grows as $T$ and the density of final states is constant, so $\mu\propto1/T$. Then $\lambda\propto T^{-1/2}$, and the path shrinks to 9.1 nm. Both numbers assume Boltzmann statistics; at $10^{13}$ cm⁻² the path depends more weakly on temperature at fixed mobility. The $1/T$ law also describes this one mechanism alone: a real layer in strong inversion scatters from interface roughness and between valleys as well, so its mobility need not follow it.

The near-equilibrium assumption needs a field well below $kT/q\lambda=25$ kV/cm, at which an electron gains $kT$ over one path. A 20 nm channel reaches this field at about 50 mV. The linear formula for its current fails sooner, because it also needs $V$ well below $kT/q=26$ mV. At a drain bias of several tenths of a volt, the transmission formula for the whole channel no longer applies.

The picture of a particle moving freely between collisions is itself strained. The level broadening $\hbar/\tau$ is 24 meV, nearly equal to $kT=26$ meV, while the Fermi level in the well model lies $1.73\times26\approx45$ meV above the lowest subband. Quantum corrections to the Boltzmann picture need not be small, and they are not computed here. The effect of nonparabolicity on the Boltzmann estimate is small: a coefficient of 0.5 per eV lengthens that path by 1.6 % at fixed mobility when only the in-plane kinetic energy is counted. Confinement adds to this. In the triangular well the ground level lies about 147 meV above the band edge at the wall, and a third of that, about 49 meV, is kinetic energy along $z$. It raises the in-plane mass by about $2\times0.5\times0.049\approx5$ %, and the path, which goes as $\sqrt m$, by a further 2.4 %, about 4 % in all.

### Comparison with a real inversion layer

A mobility of 250 cm²/Vs and a density of $10^{13}$ cm⁻² are rough but typical values for a silicon n-channel device in strong inversion, and the masses are those of bulk silicon. Of the assumptions whose effect is computed here, Boltzmann statistics is the one such a layer breaks most strongly: correcting it moves the path from 10.5 nm to about 15 nm. The corrected value is still an estimate, since the well model omits depletion charge, penetration into the oxide and the self-consistent shape of the potential. "Near 10 nm" is therefore sound as an order of magnitude, but at this density it is too short by a little over a quarter of the corrected value. The computed values are collected in the numerical output below.

## Calculated quantities

```
temperature: 300 K
mobility: 250 cm2/Vs
effective mass: 0.19 free-electron masses
heavy mass: 0.916 free-electron masses
thermal voltage kT/q: 25.85 mV
forward velocity v_T: 1.234e+07 cm/s
diffusion coefficient: 6.463 cm2/s
backscattering mean free path: 10.47 nm
momentum relaxation time: 27.0 fs
mean speed: 1.939e+07 cm/s
ordinary mean free path: 5.24 nm
slab path / (v tau): 1.5729 (pi/2 = 1.5708)
largest interpolation error, one energy, tested slabs: 2.2 %
simple transmission, L = 10 nm: 0.512
simple transmission, L = 20 nm: 0.344
simple transmission, L = 100 nm: 0.095
thermal slab transmission, L = 20 nm: 0.326
sheet density: 1.0e+13 cm^-2
one subband, eta: 2.35
one subband, F0/F_minus_half: 1.518
one subband, degenerate path: 15.90 nm
relative permittivity: 11.7
mean well field: 0.773 MV/cm
second level, same valleys, above ground: 110 meV
first level, other valleys, above ground: 101 meV
several subbands, eta of lowest: 1.73
share of electrons in lowest subband: 77.7 %
several subbands, degenerate path: 14.51 nm
level broadening hbar/tau: 24.4 meV
field with energy gain kT over path: 24.7 kV/cm
nonparabolicity: 0.5 per eV
path change from nonparabolicity: 1.6 %
path at 400 K, mobility fixed: 12.09 nm
path at 400 K, mobility as 1/T: 9.07 nm
```
